\section*{Decay of mixing: pointer states and the energy-conserving decoherent force}

\section{Decay of mixing with a pointer state}

A two-state model trajectory crosses an avoided crossing in the Ehrenfest approximation and moves into a region where the states no longer couple. The adiabatic energies there are $-0.0095$ and $0.0105$ hartree, but the electronic energy carried by the trajectory is $0.0002$ hartree, almost midway between them. The nuclei move on an average surface that belongs to neither outcome. If the electronic state is made to relax to one surface after the coupling has ended, about $0.01$ hartree must pass between electrons and nuclei. The decay-of-mixing equations of Zhu and Truhlar specify this relaxation and the force that accounts for the energy.

\subsection{The coherent equations}

Let $R$ be mass-scaled nuclear coordinates with one common mass $M$, so that atom $a$ at $\mathbf r_a$ has $R_a=\sqrt{m_a/M}\,\mathbf r_a$. Let $P$ be the momentum and $v=P/M$. The $N$ adiabatic states $\phi_i(R)$ are real, with energies $V_i(R)$ and couplings $d_{ij}=\langle\phi_i|\nabla\phi_j\rangle=-d_{ji}$. The electronic state is $\psi=\sum_j c_j\phi_j$, and $\rho_{ij}=c_ic_j^*$. Inserting $\psi$ in the time-dependent Schr\"odinger equation along $R(t)$ and projecting on $\phi_i$ gives
\begin{equation}
\dot c_i^{\,\mathrm C}=-\frac{i}{\hbar}V_ic_i-\sum_j v\cdot d_{ij}\,c_j .
\label{eq:cc}
\end{equation}
The Ehrenfest force is $-\langle\psi|\nabla H|\psi\rangle$. Its matrix elements follow from the gradient of $\langle\phi_i|H|\phi_j\rangle=V_i\delta_{ij}$,
\begin{equation*}
\delta_{ij}\nabla V_i=V_jd_{ji}+\langle\phi_i|\nabla H|\phi_j\rangle+V_id_{ij}.
\end{equation*}
With $d_{ji}=-d_{ij}$ this becomes $\langle\phi_i|\nabla H|\phi_j\rangle=\delta_{ij}\nabla V_i+(V_j-V_i)d_{ij}$, and
\begin{equation}
F^{\mathrm C}=-\sum_i\rho_{ii}\nabla V_i-\sum_{i\ne j}c_i^*c_j(V_j-V_i)d_{ij}.
\label{eq:fc}
\end{equation}

The energy of the trajectory is
\begin{equation}
E=\frac{P^2}{2M}+\sum_i\rho_{ii}V_i .
\label{eq:E}
\end{equation}
From \eqref{eq:cc}, $\dot\rho_{ii}^{\,\mathrm C}=2\,\mathrm{Re}(c_i^*\dot c_i^{\,\mathrm C})=-2\sum_j\mathrm{Re}(c_i^*c_j)\,v\cdot d_{ij}$. In $\sum_iV_i\dot\rho_{ii}^{\,\mathrm C}$ we exchange the names $i,j$ in half of the double sum. Since $\mathrm{Re}(c_i^*c_j)$ is symmetric and $d_{ij}$ antisymmetric,
\begin{equation*}
\sum_iV_i\dot\rho_{ii}^{\,\mathrm C}=\sum_{i\neq j}(V_j-V_i)\,\mathrm{Re}(c_i^*c_j)\,v\cdot d_{ij}.
\end{equation*}
Adding $\sum_i\rho_{ii}v\cdot\nabla V_i$ gives $-v\cdot F^{\mathrm C}$, which cancels the kinetic power $v\cdot F^{\mathrm C}$. The coherent equations therefore conserve $E$, also when the set of states is truncated.

\subsection{Amplitudes that relax to the pointer state}

One state $K$, with $\rho_{KK}>0$, is now designated the pointer state. A decoherent part, marked D, is added to the coherent one:
\begin{equation*}
\dot c_i=\dot c_i^{\,\mathrm C}+\dot c_i^{\,\mathrm D},\qquad \dot P=F^{\mathrm C}+F^{\mathrm D},\qquad \dot R=P/M .
\end{equation*}
Three assumptions define its electronic half: each population with $i\ne K$ decays at first order with a time $\tau_{iK}$; the phases of the $c_i$ are unchanged by the D part; the norm is kept. These are modelling assumptions and are not consequences of \eqref{eq:cc}.

Write $c_i=\sqrt{\rho_{ii}}\,e^{i\theta_i}$. With $\dot\theta_i^{\,\mathrm D}=0$, differentiation gives $\dot c_i^{\,\mathrm D}=c_i\,\dot\rho_{ii}^{\,\mathrm D}/(2\rho_{ii})$. The first assumption is $\dot\rho_{ii}^{\,\mathrm D}=-\rho_{ii}/\tau_{iK}$, and the norm requires
\begin{equation}
\dot\rho_{KK}^{\,\mathrm D}=-\sum_{i\ne K}\dot\rho_{ii}^{\,\mathrm D}=\sum_{j\ne K}\frac{\rho_{jj}}{\tau_{jK}} .
\label{eq:pop}
\end{equation}
Hence
\begin{align}
\dot c_i^{\,\mathrm D}&=-\frac{c_i}{2\tau_{iK}}\qquad(i\ne K),\label{eq:ci}\\
\dot c_K^{\,\mathrm D}&=\frac{c_K}{2\rho_{KK}}\sum_{j\ne K}\frac{\rho_{jj}}{\tau_{jK}} .\label{eq:cK}
\end{align}
The factor $\tfrac12$ appears because a population is quadratic in its amplitude. Equation \eqref{eq:cK} is nonlinear, and it is undefined at $\rho_{KK}=0$, where the pointer amplitude has no phase to preserve.

The coherence with the pointer state follows from $\dot\rho_{iK}=\dot c_ic_K^*+c_i\dot c_K^*$:
\begin{equation}
\dot\rho_{iK}^{\,\mathrm D}=\frac12\left(\frac{1}{\rho_{KK}}\sum_{j\ne K}\frac{\rho_{jj}}{\tau_{jK}}-\frac1{\tau_{iK}}\right)\rho_{iK}.
\label{eq:coh}
\end{equation}
For two states the bracket is $(\rho_{ii}/\rho_{KK}-1)/\tau_{iK}$, which is positive while $\rho_{KK}<\tfrac12$. The coherence then grows before it decays. The reason is that one trajectory still carries a pure state, with $|\rho_{iK}|=\sqrt{\rho_{KK}(1-\rho_{KK})}$, whose maximum lies at equal populations. Take $\rho_{KK}(0)=0.2$, a constant $\tau=100$ atomic units (a.u.) of time, and the D part alone. The other population is $0.8\,e^{-t/\tau}$ and reaches $\tfrac12$ at $t=\tau\ln1.6=47.0$ a.u.; meanwhile $|\rho_{iK}|$ rises from $0.4$ to $0.5$.

\subsection{Where the mixed state comes from}

Loss of coherence appears in an average over trajectories with different pointer states. Consider the D part alone, with constant times $\tau_{ij}=\tau_{ji}$. Let $p_i=\rho_{ii}(0)$, and let $K$ be drawn with probability $p_K$ and then held. State $i$ is the pointer with probability $p_i$ and otherwise decays, so its mean population is
\begin{equation*}
\overline{\rho_{ii}}=p_i\Big(1-\sum_{j\ne i}p_je^{-t/\tau_{ij}}\Big)+\sum_{K\ne i}p_Kp_ie^{-t/\tau_{iK}}=p_i .
\end{equation*}
The relaxation leaves the ensemble populations unchanged at all times.

For the coherences, write \eqref{eq:ci} and \eqref{eq:cK} at $t=0$ as $\dot c_i=\tfrac12g_i^{(K)}c_i$, with $g_i^{(K)}=-1/\tau_{iK}$ for $i\neq K$ and $g_i^{(i)}=p_i^{-1}\sum_{j\ne i}p_j/\tau_{ji}$. Then
\begin{equation*}
\sum_Kp_Kg_i^{(K)}=-\sum_{K\ne i}\frac{p_K}{\tau_{iK}}+\sum_{j\ne i}\frac{p_j}{\tau_{ji}}=0,
\end{equation*}
and the initial slope of the mean coherence, $\tfrac12\rho_{ij}\sum_Kp_K(g_i^{(K)}+g_j^{(K)})$, vanishes. Later every member of the ensemble tends to a single state, so all mean coherences go to zero. For $p=(0.5,0.3,0.2)$ and $\tau_{12},\tau_{13},\tau_{23}=100,50,200$ a.u., numerical integration gives $|\overline{\rho_{12}}|=0.387$ at $t=0$, $0.284$ at $100$ a.u., and less than $10^{-5}$ at $4000$ a.u. The final ensemble is the diagonal mixture with weights $p_i$. In a full simulation $\tau$ varies along trajectories that separate according to their pointer, so the population identity is then no longer guaranteed.

\subsection{The compensating force}

The D part changes the electronic energy at fixed $R$ at the rate
\begin{align}
\dot V^{\mathrm D}=\sum_i\dot\rho_{ii}^{\,\mathrm D}V_i
&=-\sum_{i\ne K}\frac{\rho_{ii}}{\tau_{iK}}V_i+V_K\sum_{i\ne K}\frac{\rho_{ii}}{\tau_{iK}}\nonumber\\
&=\sum_{i\ne K}\frac{\rho_{ii}}{\tau_{iK}}(V_K-V_i).
\label{eq:vd}
\end{align}
In any electronic basis the same quantity is $2\,\mathrm{Re}\langle\psi|H|\dot\psi^{\mathrm D}\rangle$ with $\dot\psi^{\mathrm D}=\sum_i\dot c_i^{\,\mathrm D}\phi_i$. Since the coherent part conserves $E$ by itself, conservation of \eqref{eq:E} requires $v\cdot F^{\mathrm D}=-\dot V^{\mathrm D}$.

This fixes one component of $F^{\mathrm D}$; any force perpendicular to $v$ could be added. The remaining assumption is that the energy released by state $i$ is exchanged along a chosen unit vector $\hat s_{iK}$ with $v\cdot\hat s_{iK}\ne0$. Set $F^{\mathrm D}=\sum_{i\neq K}f_i\hat s_{iK}$ and balance each term of \eqref{eq:vd} separately, $f_i\,v\cdot\hat s_{iK}=(\rho_{ii}/\tau_{iK})(V_i-V_K)$. The result is
\begin{equation}
F^{\mathrm D}=\sum_{i\ne K}\frac{\rho_{ii}}{\tau_{iK}}\,\frac{V_i-V_K}{v\cdot\hat s_{iK}}\,\hat s_{iK}.
\label{eq:fd}
\end{equation}
If the pointer lies below state $i$, the term does positive work on the nuclei; if it lies above, it slows them. Reversing $\hat s_{iK}$ changes nothing.

\subsection{Direction and decay time}

The nonadiabatic force in \eqref{eq:fc} acts along $d_{iK}$, which suggests this direction where the coupling is strong. Where it vanishes, the vibrational momentum remains available. Both are combined in
\begin{equation}
s_{iK}=a_0(P\cdot\hat d_{iK})\,d_{iK}+P_{\mathrm{vib}},\qquad \hat s_{iK}=\frac{s_{iK}}{|s_{iK}|},
\label{eq:s}
\end{equation}
with $\hat d=d/|d|$ and $a_0$ the bohr. The arbitrary sign of $d_{iK}$ appears twice and cancels. The common mass does not cancel: in mass-scaled coordinates $a_0|d_{iK}|\propto\sqrt M$, so the weight of the coupling direction in $\hat s_{iK}$ depends on the choice of $M$, which is part of the prescription. In the model of the last section, scaling the same physical system with $M=1$, $2000$ and $20\,000$ electron masses gives upper populations $0.405$, $0.407$ and $0.410$ at $x=0$ with the lower pointer, while the final kinetic energy stays at $0.1003$ hartree.

Here $P_{\mathrm{vib}}$ is $P$ with rigid translation and rotation projected out, and $d_{iK}$ is understood to be projected in the same way. In mass-scaled coordinates, rigid motions are spanned by vectors with atomic parts $\sqrt{m_a}\,\mathbf e$ and $\sqrt{m_a}\,\mathbf e\times\mathbf r_a$. A vector $w$ orthogonal to all of them obeys $\sum_a\sqrt{m_a}\,w_a=0$ and $\sum_a\sqrt{m_a}\,\mathbf r_a\times w_a=0$. A mass-scaled force $w$ corresponds to Cartesian forces $\sqrt{m_a/M}\,w_a$, so these are the conditions of zero net force and zero torque. The decoherent force thus changes neither total momentum nor angular momentum. Orthogonality also gives $P\cdot P_{\mathrm{vib}}=|P_{\mathrm{vib}}|^2$, and
\begin{equation*}
P\cdot s_{iK}=a_0|d_{iK}|(P\cdot\hat d_{iK})^2+|P_{\mathrm{vib}}|^2\ge0 .
\end{equation*}
The denominator in \eqref{eq:fd} can vanish only when there is no vibrational momentum.

For the decay time the ansatz is
\begin{equation}
\tau_{iK}=\frac{\hbar}{|V_i-V_K|}\left(1+\frac{E_0}{T_s}\right),\qquad T_s=\frac{(P\cdot\hat s_{iK})^2}{2M},
\label{eq:tau}
\end{equation}
with $E_0=0.1$ hartree. For $T_s\gg E_0$ it is the time in which the relative phase of the two states advances by one radian. At a degeneracy, or without motion along $\hat s_{iK}$, the decay stops. With $u=v\cdot\hat s_{iK}$ and $T_s=Mu^2/2$, the coefficient in \eqref{eq:fd} becomes
\begin{equation*}
f_i=\rho_{ii}\frac{(V_i-V_K)|V_i-V_K|}{\hbar}\,\frac{T_s}{u\,(T_s+E_0)}
=\rho_{ii}\frac{(V_i-V_K)|V_i-V_K|}{\hbar}\,\frac{Mu/2}{T_s+E_0},
\end{equation*}
which goes to zero linearly with $u$. A constant $\tau$ would make it diverge as $1/u$.

\subsection{An upper pointer state without enough energy}

Take one dimension and two flat, uncoupled states separated by $\Delta$, with the upper one as pointer. Let $p$ be the lower population and $T$ the kinetic energy, with initial values $p_0$ and $T_0$. Energy conservation reads $T_0-T=\Delta(p_0-p)$, and \eqref{eq:fd} with \eqref{eq:tau} gives
\begin{equation}
\dot T=-\frac{p\,\Delta}{\tau}=-\frac{p\,\Delta^2}{\hbar}\,\frac{T}{T+E_0}.
\label{eq:T}
\end{equation}
If $T_0>\Delta p_0$, the mixing decays completely and $T_0-\Delta p_0$ is left. If $T_0<\Delta p_0$, the kinetic energy runs out first, and $p$ tends to $p_\infty=p_0-T_0/\Delta$. For small $T$, \eqref{eq:T} becomes $\dot T\approx-(p_\infty\Delta^2/\hbar E_0)\,T$, so the nuclei slow down exponentially and are not reflected. At equality $p=T/\Delta$, and $\dot T\approx-\Delta T^2/(\hbar E_0)$ gives an algebraic approach.

With $\Delta=0.02$, $T_0=0.005$ hartree and $p_0=0.5$, the formulas give $p_\infty=0.5-0.25=0.25$ and a rate $0.25\times(0.02)^2/0.1=1.0\times10^{-3}$ per a.u. of time. Numerical integration to $10\,000$ a.u. gives $0.2500$ and $1.000\times10^{-3}$. The trajectory remains in a superposition: an energetically closed pointer state is not reached.

\subsection{Switching the pointer}

The coherent population loss of $K$ is a sum of flows,
\begin{equation*}
\dot\rho_{KK}^{\,\mathrm C}=-\sum_ib_{Ki},\qquad b_{Ki}=2\,\mathrm{Re}(c_K^*c_i)\,v\cdot d_{Ki}=-b_{iK}.
\end{equation*}
Let the pointer switch from $K$ to $i$ at the fewest-switches rate $\max(0,b_{Ki})/\rho_{KK}$. For an ensemble sharing one coherent $\rho(t)$, the pointer probabilities $\Pi_K$ obey
\begin{equation*}
\dot\Pi_K=\sum_i\left[\Pi_i\frac{\max(0,b_{iK})}{\rho_{ii}}-\Pi_K\frac{\max(0,b_{Ki})}{\rho_{KK}}\right].
\end{equation*}
Setting $\Pi_i=\rho_{ii}$ turns the bracket into $\max(0,-b_{Ki})-\max(0,b_{Ki})=-b_{Ki}$, so $\Pi_K=\rho_{KK}$ is a solution and persists if it holds initially. The self-consistent scheme evaluates $b_{Ki}$ with the decaying amplitudes of each trajectory, for which this argument does not hold. The scheme with coherent switches uses a second set of amplitudes that follows \eqref{eq:cc} alone and is reset to the decaying set between coupling regions.

The energy \eqref{eq:E} depends on $R$, $P$ and $c$, but not on $K$. A switch therefore needs no momentum jump; $F^{\mathrm D}$ is discontinuous, while $P$ and $E$ are continuous. In the self-consistent scheme a nonzero rate into $i$ requires $c_i\ne0$, so \eqref{eq:cK} is defined after the switch. With coherent switches the rate involves the second set of amplitudes, and $c_i\ne0$ in the decaying set is a separate condition.

\subsection{Three histories at one avoided crossing}

The trajectory of the opening paragraph belongs to the diabatic model
\begin{equation*}
H=\tfrac12k_yy^2\,\mathbf 1+A\tanh\!\big[B(x+\tfrac12y)\big]\sigma_z+Ce^{-Dx^2}\sigma_x ,
\end{equation*}
with $A=0.01$ and $C=0.005$ hartree, $B=1$ bohr$^{-1}$, $D=1$ bohr$^{-2}$, $k_y=0.02$ hartree bohr$^{-2}$ and $M=2000$ electron masses. The start is at $x=-6$, $y=0$ bohr on the lower state with $P=(20,2)$ a.u. The kinetic energy is $(400+4)/4000=0.1010$ hartree and $V_{\rm lower}=-0.0100$, so $E=0.0910$ hartree. The model frame is fixed, nothing is projected out, and $P_{\mathrm{vib}}=P$. The equations were integrated to $x=10$ bohr with an adaptive eighth-order Runge--Kutta method. The pointer histories are prescribed, so the runs show possible outcomes but not their probabilities.

\begin{center}
\begin{tabular}{lccc}
 & Ehrenfest & lower & switched \\
upper population, $x=0$ & 0.491 & 0.407 & 0.407\\
upper population, end & 0.4814 & 0.00003 & 0.99995\\
mean $V$ (hartree) & 0.0002 & $-0.0093$ & 0.0103\\
kinetic energy (hartree) & 0.0908 & 0.1003 & 0.0807\\
kinetic energy (eV) & 2.471 & 2.729 & 2.195
\end{tabular}
\end{center}

In the column ``lower'' the pointer is the lower state throughout; in ``switched'' it becomes the upper state at $x=0$. The Ehrenfest value is the average $0.5186(-0.00945)+0.4814(0.01055)=0.0002$ hartree. In the two runs with a pointer state, the final electronic energy is very nearly that of one surface. The two kinetic energies differ by $0.0196$ hartree, slightly less than the asymptotic gap $2A=0.0200$. The remaining $0.0004$ hartree is the difference in $\tfrac12k_yy^2$, since the runs arrive at different $y$. The upper population at $x=0$ is already lower in the two runs whose pointer is the lower state up to that point than in the Ehrenfest run, because \eqref{eq:ci} also acts inside the coupling region. With the upper state as pointer, which is possible only once its amplitude is nonzero, the decoherent part \eqref{eq:pop} feeds the upper population instead. The net result depends on when this begins, because the coherent coupling can carry population back: a change of pointer to the upper state at $x=-1$ bohr gives an upper population of $0.72$ at $x=0$, whereas a change at $x=-2$ bohr gives $0.18$.

The force can be followed at $x=2$ bohr in the run with the lower pointer, where the gap is $0.01935$ hartree, the upper population $0.0926$ and $T_s=0.0988$ hartree. Equation \eqref{eq:tau} gives
\begin{equation*}
\tau=\frac{1+0.1/0.0988}{0.01935}=104\ \text{a.u.}=2.5\ \text{fs}.
\end{equation*}
The power delivered to the nuclei is $0.0926\times0.01935/104=1.72\times10^{-5}$ hartree per a.u. of time. The speed along $\hat s$ is $\sqrt{2T_s/M}=0.00994$ a.u., so $|F^{\mathrm D}|=1.72\times10^{-5}/0.00994=1.73\times10^{-3}$ hartree/bohr. With $\hat s=(0.995,-0.099)$ its components are $(1.73,-0.17)\times10^{-3}$ hartree/bohr.

If the amplitudes decay in the same way but $F^{\mathrm D}$ is left out, the run with the lower pointer ends with a total energy $0.0093$ hartree below its initial value, a loss of about $9\%$ of the initial kinetic energy of $0.1010$ hartree. This is the energy given up by the decaying upper amplitude, which without \eqref{eq:fd} reaches no other degree of freedom.
